# When Neither of Two Alkalis Percolates on a Square Lattice

## Problem

A planar layer of glass holds two kinds of alkali ion, A and B. Its ion sites form an infinite square lattice of spacing $a$. Each site is independently an A site with probability $x$ and a B site otherwise. An A ion hops only between A sites that share a lattice edge, and a B ion likewise on B sites. The site types never change, and ions of one type are treated as independent carriers with equal site energies.

(a) For which $x$ does neither species have an infinite connected cluster? (b) How far does an ion travel at long times in that range? (c) What survives if the forbidden hops are merely slow?

Let $p_c$ be the site fraction above which an infinite nearest-neighbour cluster exists and below which none does. It is well defined: give each site a uniform random number $u$ and call it A if $u<x$. Raising $x$ only adds A sites, so an infinite cluster, once present, persists. Changing finitely many sites can neither create the first infinite cluster nor destroy the last, so by Kolmogorov's zero-one law one exists with probability 0 or 1 at each $x$.

The B sites are the same random problem with fraction $1-x$. Neither species percolates if $x<p_c$ and $1-x<p_c$, that is, if

$$1-p_c<x<p_c .$$

Outside the closed interval one species percolates. The end points need a separate argument and are left aside. What remains is to find $p_c$.

## First estimate by scaling

Group the sites into $2\times2$ cells. Call a cell occupied if A sites connect its top to its bottom, and treat the cells as sites of a new square lattice. A cell is connected with four A sites, with any three (four ways), or with two in one column (two ways):

$$R(p)=p^4+4p^3(1-p)+2p^2(1-p)^2=2p^2-p^4 .$$

At the threshold the lattice should look the same after rescaling, so $R(p)=p$. Dividing by $p\neq0$ gives

$$p^3-2p+1=(p-1)(p^2+p-1)=0 .$$

The root between 0 and 1 is $p^*=(\sqrt5-1)/2\approx0.618$. The estimated window is $0.382<x<0.618$.

The same map estimates the cluster size at $x=0.50$. Repeated use gives connection probabilities 0.44, 0.35, 0.23, 0.10 and 0.02 for blocks of side 2, 4, 8, 16 and 32. Connection is lost at about ten spacings.

The estimate is uncontrolled, because two connected cells side by side need not be connected to each other.

## Exact solution

The threshold has no known closed form, but an exact condition fixes it as a limit of computable roots.

**Blocking.** In a rectangle, either A connects top to bottom through edges, or B connects left to right through edges and diagonals, and never both.

Draw sites as unit squares, add a row of A squares above the top, and take everything edge-connected to it through A. If this set misses the bottom, follow its lower border from left to right. Each square just across the border is B, since an A square there would belong to the set. Successive squares across the border share an edge or a corner, so they form the B crossing. Both crossings cannot coexist: a diagonal step meets lattice edges only at its end sites, so the two paths would have to share a site.

The same argument on a cylinder says that B fails to cross lengthwise, diagonals allowed, precisely when an edge-connected A circuit surrounds the cylinder. The roles of the two neighbour rules may be exchanged.

**Exponential decay below threshold.** Take either neighbour rule, with sites occupied with probability $p$. For a finite set $S$ containing the origin 0, define

$$\varphi_p(S)=\sum_{y\notin S}P(0\text{ is connected inside }S\text{ to a neighbour of }y).$$

Let $u_m$ be the probability that the cluster of 0 reaches distance $m$, the larger of the two coordinate differences.

*First case: some $S$ of radius $L$ has $\varphi_p(S)<1$.* Let $C$ be the cluster of 0 inside $S$. On a path from 0 to distance $m>L$, the site $y$ after the last visit to $C$ lies outside $S$, for otherwise it would belong to $C$. From $y$ the path avoids $C$ and its empty neighbours in $S$, so it uses sites independent of $C$, and it must still cover a distance of at least $m-L-1$. Summing over $C$ and $y$,

$$u_m\le\varphi_p(S)\,u_{m-L-1},$$

and $u_m$ decays exponentially.

*Second case: $\varphi_p(S)\ge1$ for every $S$, at all $p>p_1$.* Let $\theta_n$ be the probability that 0 is connected to the exterior of a box of radius $n$. Giving each site its own $p$ and differentiating shows that $\theta_n'$ is the sum over sites $y$ of the probability that $y$ is pivotal, meaning that its state decides the connection. Being pivotal does not depend on the state of $y$, so

$$\theta_n'=\frac1{1-p}\sum_yP(y\text{ pivotal and empty}).$$

When 0 is not connected to the exterior, explore everything that is, together with its empty neighbours. Let $S$ be the unexplored remainder. If 0 lies in $S$, the pivotal empty sites are the explored neighbours of $S$ that 0 reaches through $S$. Their mean number, given $S$, is $\varphi_p(S)\ge1$. If 0 is itself an explored empty site, it is pivotal and counts as one. Hence

$$\theta_n'\ge\frac{1-\theta_n}{1-p},\qquad -\frac{d}{dp}\ln(1-\theta_n)\ge\frac1{1-p}.$$

Integrating from $p_1$ to $p$ gives $\theta_n(p)\ge(p-p_1)/(1-p_1)$ for every $n$, so an infinite cluster exists.

Since $\varphi_p(S)$ increases with $p$, the two cases meet at one value of $p$, which must be the threshold. Everywhere below it, clusters decay exponentially.

**The two thresholds add to one.** Let $p_8$ be the threshold when diagonals count. Two standard theorems are used here: Harris's inequality, that events favoured by adding A sites are positively correlated, and the uniqueness of the infinite cluster.

If $x<p_c$, A clusters decay exponentially. An A circuit around a box of radius $r$ crosses the positive horizontal axis through the box's centre at some distance $k>r$ from that centre. It also passes the far side of the box, so the cluster of the crossing site reaches at least distance $k$ from that site. The probability that any such circuit exists is therefore at most $\sum_{k>r}u_k$, which tends to zero as $r$ grows. So for a large box, with positive probability no circuit surrounds it. By blocking, B reaches infinity with diagonals. Hence $1-x\ge p_8$ for all $x<p_c$, and $p_c+p_8\le1$.

Suppose the sum were less than one. Then some $x$ would have both an infinite edge-connected A cluster and an infinite B cluster with diagonals. Take a large box. By Harris's inequality and symmetry, the probability that a given side is not joined to infinity by A outside the box is at most the fourth root of the probability that no side is. It can be made less than $1/8$, and likewise for B. With probability above $1/2$, the left and right sides are then joined to infinity by A, and the top and bottom by B. These events involve only outside sites, so the box may independently be all A, with positive probability. The A paths then join and separate two infinite B clusters, against uniqueness. Therefore

$$p_8=1-p_c .$$

The same result gives $p_c\ge1/2$. Otherwise both species would percolate through edges at $x=1/2$, which has just been excluded.

**A condition for $p_c$.** On a cylinder of circumference $n$ and length $m$, let the lengthwise crossing probabilities decay as $\lambda_A^m$ for A through edges and $\lambda_B^m$ for B with diagonals.

Let $x<p_c$, and choose $S$ with $\varphi_x(S)<1$. Once $n$ exceeds $2L+3$, $S$ and its neighbours fit on the cylinder, and the decay argument holds there unchanged. Thus $\lambda_A\le\varphi_x(S)^{1/(L+1)}<1$ for all such $n$.

B crosses if no A circuit exists, which is ensured if no site's A cluster reaches distance $\lfloor n/2\rfloor$. There are $nm$ sites, and Harris's inequality gives a crossing probability of at least $(1-u_{\lfloor n/2\rfloor})^{nm}$. Hence

$$\lambda_B\ge(1-u_{\lfloor n/2\rfloor})^n\to1,$$

because $n\,u_{\lfloor n/2\rfloor}\to0$. For $x>p_c$ the B fraction lies below $p_8$, and the roles are exchanged. Since $\lambda_A$ rises with $x$ and $\lambda_B$ falls, the root $x_n$ of

$$\lambda_A(x)=\lambda_B(1-x)$$

is squeezed onto $p_c$ as $n\to\infty$.

**Computing the roots.** For finite $n$ both factors are leading eigenvalues of finite matrices. A state records which sites of the last row are occupied, which are connected through earlier rows, and which are connected to the start. A new row with $k$ occupied sites has weight $p^k(1-p)^{n-k}$. It updates the connections, and the state is dropped when no site remains linked to the start.

The exchange of roles is visible at $n=9$. At $x=0.50$, $\lambda_A=0.814$ and $\lambda_B=0.983$; at $x=0.70$, they are 0.989 and 0.781. The roots are

| $n$ | $x_n$ |
|---|---|
| 3 | 0.58888 |
| 5 | 0.59224 |
| 7 | 0.59262 |
| 8 | 0.59267 |
| 9 | 0.59270 |

Assume that the remaining error falls as $n^{-w}$. A midpoint estimate from the last two steps between roots gives $w\approx4.16$; fitting the power law exactly to the last three roots gives 4.12 and a shift of $4.5\times10^{-5}$. The last step is $2.79\times10^{-5}$, so with the first value the remaining shift is

$$\frac{2.79\times10^{-5}}{(9/8)^{4.16}-1}\approx4.4\times10^{-5}.$$

Thus $p_c\approx0.5927$. The limit is proved; this extrapolated value is numerical. The answer to (a) is

$$0.407<x<0.593 .$$

An independent test filled random $128\times128$ squares until A first crossed. The median fraction was $0.5922\pm0.0009$. In squares of side 256, neither species spanned in any sample at $x=0.45$, 0.50 or 0.55. At 0.35 B spanned in every sample, and at 0.65 A did.

**Long-time motion.** Hop rates between like sites are equal in both directions, so an ion in a finite cluster of $s$ sites ends uniformly distributed over it. With $\bar{\mathbf r}$ the cluster's centre, the mean-square displacement averaged over starting sites is

$$\frac1{s^2}\sum_{i,j}|\mathbf r_i-\mathbf r_j|^2=\frac2s\sum_i|\mathbf r_i-\bar{\mathbf r}|^2=2R_g^2 ,$$

since the cross term vanishes when positions are measured from the centre. Below threshold, exponential decay keeps the average over ions finite. The displacement saturates, and the long-range diffusivity is zero. This answers (b).

## Comparison of the two

The scaling estimate of the threshold, 0.618, is about 4% above 0.593. The width of the window is $2p_c-1$, a small difference that magnifies the error: 0.236 against 0.185, or 27% too wide.

For the trapped range at $x=0.50$, scaling gave about ten spacings. Averaging $2R_g^2$ over random $400\times400$ squares gives an rms displacement of about 7.1 spacings; their edges cut some clusters, and ions far from any edge give about 7.3. The range depends strongly on composition: for A ions it is about 3 spacings at $x=0.42$ and about 20 at $x=0.55$. The block estimate has the right size, though the two lengths are defined differently.

## Slow hops in place of forbidden ones

Take round values chosen for illustration, not measured on a particular glass: $x=0.50$, $a=0.35$ nm, a like-site barrier of 0.80 eV, an attempt frequency of $10^{13}$ Hz and 500 K, where $k_BT=0.0431$ eV. The hop rate to each neighbour is

$$\Gamma=10^{13}\,e^{-0.80/0.04309}\ \text{Hz}=8.64\times10^4\ \text{s}^{-1}.$$

On an all-A lattice four such hops give a mean-square displacement $4\Gamma a^2t=4D_0t$, so

$$D_0=\Gamma a^2=1.06\times10^{-10}\ \text{cm}^2/\text{s}.$$

The trapped range, 7.1 to 7.3 spacings of 0.35 nm, is about 2.5 nm. Free diffusion would cover it in $1.5\times10^{-4}$ s; this sets a scale and ignores the winding of the cluster.

Now let hops that touch a foreign site cost an extra 0.40 eV at the saddle. Measured from an A site, their relative rate is $9.3\times10^{-5}$. Foreign sites are taken to lie higher in energy, so that ions spend little time on them. A resistor network with these rates gives a conductivity $\sigma\approx4.0\times10^{-4}$ relative to the all-A lattice. Conductivity is proportional to carrier density times diffusivity, and the density is $x$ times that of the all-A lattice, so

$$D=D_0\frac{\sigma}{x}\approx8.5\times10^{-14}\ \text{cm}^2/\text{s}.$$

Spreading 100 nm along one in-plane direction takes $(100\ \text{nm})^2/2D\approx590$ s, against 0.47 s on the all-A lattice.

Percolation decides what limits the current. With all else fixed, a tenfold reduction of the foreign-hop rate lowers $\sigma$ by a factor of nearly ten at $x=0.50$, where every long path must use such hops. At $x=0.80$, where A percolates, it lowers $\sigma$ by only 0.03%.

Diagonal hops between like sites can matter more, if their extra barrier is lower. Inside the window both fractions exceed $p_8\approx0.407$, so both species percolate once diagonals count. With an extra barrier of 0.20 eV, diagonal hops have a relative rate of $9.6\times10^{-3}$. Including them raises $D$ to about $2\times10^{-12}$ cm²/s and cuts the spreading time to about 25 s. The network results at $x=0.50$ average six random $100\times100$ samples and are uncertain by up to about 10%. An ion at the end of a diagonal link crosses it at a rate of about 830 per second, which corresponds to 1.2 ms. That is about eight times the free-diffusion time found above, but the winding of the clusters makes exploration much slower: in random walks without diagonal hops the squared displacement has reached less than half its limit at 1.2 ms and approaches it only after some tens of milliseconds. Escape therefore comes first, and with diagonal hops the displacement shows no plateau. This answers (c): the window becomes a range of slow diffusion. In this example, at $x=0.50$, diffusion is about 50 times slower than on the all-A lattice; the factor depends strongly on $x$, from roughly 240 at $x=0.42$ to roughly 15 at $x=0.58$.

Real mixed-alkali glasses conduct poorly at intermediate compositions, but their conductivity stays finite. Bulk glass is not planar, and this matters: on a simple cubic lattice of side 40 at $x=0.50$, both species spanned in every sample. In this cubic model the strict window therefore disappears at that composition, and complete blocking of both species cannot be the cause of poor conduction there. In real glass, site types may also be correlated, which can shift the thresholds, while unequal site energies and repulsion between ions change how the ions move. These effects are not sized here. A design that relied on the window to block in-plane diffusion would need a composition inside it, a single layer with few neighbours per site (on a triangular lattice of side 256, B spans at $x=0.48$ and A at $x=0.52$, and in two stacked square layers both span at $x=0.50$), a placement that is random or otherwise keeps like sites from linking up, and diagonal and foreign hops slow over the whole service time. The numerical output lists the remaining values.

## Table of computed values

```
4x4 arrangements obeying blocking rule: 65536
12x7 cylinder crossing, diagonals=False, fraction 0.6: matrix 0.4079, sampled 0.4072
12x7 cylinder crossing, diagonals=True, fraction 0.4: matrix 0.3256, sampled 0.3285
x=0.50, n=5: lambda_A=0.76316, lambda_B(with diagonals)=0.94562
x=0.50, n=9: lambda_A=0.81431, lambda_B(with diagonals)=0.98305
x=0.70, n=5: lambda_A=0.95809, lambda_B(with diagonals)=0.73307
x=0.70, n=9: lambda_A=0.98876, lambda_B(with diagonals)=0.78097
equal-decay root, n=3: 0.5888807
equal-decay root, n=4: 0.5914172
equal-decay root, n=5: 0.5922358
equal-decay root, n=6: 0.5925074
equal-decay root, n=7: 0.5926196
equal-decay root, n=8: 0.5926728
equal-decay root, n=9: 0.5927006
effective convergence power: 4.16
extrapolated p_c: 0.59274
extrapolation shift from n=9: 4.4e-05
window: 0.40726 < x < 0.59274, width 0.18549
random 128x128 squares, median threshold: 0.5922 +- 0.0009
x=0.35, L=64: spanning share A 0.00, B 0.98
x=0.35, L=256: spanning share A 0.00, B 1.00
x=0.45, L=64: spanning share A 0.00, B 0.03
x=0.45, L=256: spanning share A 0.00, B 0.00
x=0.50, L=64: spanning share A 0.00, B 0.00
x=0.50, L=256: spanning share A 0.00, B 0.00
x=0.55, L=64: spanning share A 0.03, B 0.00
x=0.55, L=256: spanning share A 0.00, B 0.00
x=0.65, L=64: spanning share A 1.00, B 0.00
x=0.65, L=256: spanning share A 1.00, B 0.00
12x12 test, squared range: dynamics 19.39940, formula 19.39940 spacing^2
inputs: x=0.50, spacing=0.35 nm, T=500 K, barrier=0.80 eV
attempt frequency: 1.0e+13 Hz; kT: 0.04309 eV
hop rate to each neighbour: 8.637e+04 1/s
all-A diffusivity: 1.058e-10 cm2/s
trapped rms range: 7.14 spacings = 2.50 nm
free-diffusion time for that range: 1.48e-04 s
extra energies: foreign 0.40 eV, diagonal 0.20 eV
relative hop rates: foreign 9.293e-05, diagonal 9.640e-03
relative conductivity x=0.80: 0.4316
conductivity ratio for tenfold foreign rate: x=0.50 9.955, x=0.80 1.00031
foreign hops: relative conductivity 4.039e-04, D=8.55e-14 cm2/s, 100 nm in 5.85e+02 s
foreign+diagonal hops: relative conductivity 9.989e-03, D=2.11e-12 cm2/s, 100 nm in 2.37e+01 s
all-A lattice: 100 nm in 4.73e-01 s
simple cubic L=40, x=0.50: spanning share A 1.00, B 1.00
```
